# Adaptive damping of the SCF iteration by a quadratic energy model, part 1

(Sections cited here and not found follow in the second part.)

A self-consistent-field calculation that mixes potentials must fix, at every step, how far to move. Given an input potential $V$, one diagonalisation returns a density and an output potential $V_{\rm out}$, and the next input is $V+\alpha\,\delta V$ with $\delta V$ built from $V_{\rm out}-V$. For a long metallic cell without a preconditioner the safe range of $\alpha$ is small, and before the calculation it is known only through estimates such as the uniform-gas one given below. The user therefore has two decisions to hand over to the code: whether the step just computed should be kept, and, if it is thrown away, which $\alpha$ to try next. Each wrong answer costs a diagonalisation. The adaptive damping analysed here answers the second question with a parabola fitted to data that the rejected step has already produced, and the first with a test on the energy and the residual. How far the parabola and the test can be trusted follows from the derivatives of the energy along the step.

### Model system and conventions

The analysis needs only three objects: a non-interacting free energy, a density response and an interaction energy. To have all three in closed form we take electrons in a potential energy $V(z)$ (in J) that depends on $z$ alone, with period $L$, free motion in the plane, a fixed number $N$ of electrons per unit area and a temperature $T>0$. Energies of the system are per unit area, in J/m². The product is $\langle a,b\rangle=\int_0^L a\,b\,dz$. The orbitals in $z$ are real, periodic and normalised,

$$\Big(-\frac{\hbar^2}{2m}\frac{d^2}{dz^2}+V\Big)\psi_i=\epsilon_i\psi_i .$$

Each $\epsilon_i$ is the bottom of a two-dimensional subband. Counting two spins, $2\,d^2k/(2\pi)^2=k\,dk/\pi=D\,dE$ with $E=\hbar^2k^2/2m$ and $D=m/(\pi\hbar^2)$. With $\eta_i=(\mu-\epsilon_i)/k_BT$ and $x=E/k_BT$, the occupation of a state is $f=1/(1+e^{x-\eta_i})$, and since $f=-\frac{d}{dx}\ln(1+e^{\eta_i-x})$,

$$n_i=Dk_BT\int_0^\infty f\,dx=Dk_BT\ln(1+e^{\eta_i}),\qquad \rho(z)=\sum_i n_i\psi_i(z)^2 .$$

The chemical potential $\mu$ is fixed by $\sum_i n_i=N$. Define $F_1(\eta)=\int_0^\infty\ln(1+e^{\eta-x})\,dx$, whose derivative is $F_1'(\eta)=\int_0^\infty f\,dx=\ln(1+e^\eta)$, and

$$A_0(V)=\mu N-D(k_BT)^2\sum_iF_1(\eta_i).$$

The interaction energy $E[\rho]$ is the sum of $\langle V_{\rm ext},\rho\rangle$, the Hartree energy of the electrons in a uniform neutralising background (Fourier kernel $e^2/\varepsilon_0q^2$ for $q\neq0$, zero for $q=0$) and Dirac exchange $\tfrac34c_x\int\rho^{4/3}dz$ with $c_x=-(3/\pi)^{1/3}e^2/4\pi\varepsilon_0$. Its derivatives are the output potential $V_{\rm out}=E'=V_{\rm ext}+V_H+c_x\rho^{1/3}$, the symmetric kernel $K=E''=K_H+\tfrac13c_x\rho^{-2/3}$, and $E'''[d,d,d]=-\tfrac29c_x\int\rho^{-5/3}d^3\,dz$, to which only exchange contributes because the Hartree energy is quadratic. A constant added to $V$ shifts $\mu$ and changes nothing else, so all potentials are taken with zero mean. The residual is $R=V_{\rm out}-V$.

### The energy as a function of the input potential

The quantity to be lowered is the Kohn–Sham free energy of the state that $V$ produces: kinetic energy minus $TS$ plus $E[\rho(V)]$. The in-plane kinetic energy of subband $i$ is $D(k_BT)^2\int xf\,dx$ and its entropy term is $-TS_i=D(k_BT)^2\int[f\ln f+(1-f)\ln(1-f)]\,dx$. From $f/(1-f)=e^{\eta-x}$ we have $\ln f=\eta-x+\ln(1-f)$, and $\ln(1-f)=-\ln(1+e^{\eta-x})$. The sum of the two integrands is therefore

$$xf+f(\eta-x)+\ln(1-f)=\eta f-\ln(1+e^{\eta-x}),$$

which integrates to $\eta\ln(1+e^\eta)-F_1(\eta)$. Multiplied by $D(k_BT)^2$ this is $(\mu-\epsilon_i)n_i-D(k_BT)^2F_1(\eta_i)$. The kinetic energy along $z$ is $n_i(\epsilon_i-\langle\psi_i,V\psi_i\rangle)$. In the sum over $i$ the terms $n_i\epsilon_i$ cancel, and the free energy is

$$I(V)=A_0(V)-\langle V,\rho(V)\rangle+E[\rho(V)].\tag{1}$$

The first derivative of $A_0$ follows from $F_1'$, from $\delta\eta_i=(\delta\mu-\delta\epsilon_i)/k_BT$ and from first-order perturbation theory, $\delta\epsilon_i=V_{ii}$ with $V_{ij}=\langle\psi_i,\delta V\psi_j\rangle$:

$$\delta A_0=N\delta\mu-\sum_in_i(\delta\mu-V_{ii})=\sum_in_iV_{ii}=\langle\rho,\delta V\rangle .$$

So $A_0'=\rho$, and the response $\chi_0$ defined by $\delta\rho=\chi_0\,\delta V$ is the second derivative $A_0''$, hence symmetric. To write it out, use $\delta\psi_i=\sum_{j\ne i}\psi_jV_{ij}/(\epsilon_i-\epsilon_j)$ and $\delta n_i=Df_i(\delta\mu-V_{ii})$ with $f_i=1/(1+e^{-\eta_i})$. The condition $\sum_i\delta n_i=0$ gives $\delta\mu=\sum_if_iV_{ii}/\sum_if_i$. The orbital part is $\sum_{i\neq j}2n_i\psi_i\psi_jV_{ij}/(\epsilon_i-\epsilon_j)$; averaging it with the same sum after the exchange $i\leftrightarrow j$ replaces $2n_i$ by $n_i-n_j$. Then

$$\langle\delta V,\chi_0\delta V\rangle=\sum_{i\ne j}\frac{n_i-n_j}{\epsilon_i-\epsilon_j}V_{ij}^2-D\Big[\sum_if_iV_{ii}^2-\frac{(\sum_if_iV_{ii})^2}{\sum_if_i}\Big].\tag{2}$$

For a degenerate pair the quotient is replaced by its limit $-Df_i$. The first sum is not positive because $n$ falls as $\epsilon$ rises, and the bracket is not negative by the Cauchy–Schwarz inequality with weights $f_i$. Thus $M=-\chi_0$ is positive semidefinite and $A_0$ is concave. For constant $\delta V$ the off-diagonal elements vanish and the bracket is zero, so $\chi_0$ annihilates constants. The last term in the bracket comes from $\delta\mu$; leaving it out gives the response at fixed chemical potential, which lets the electron number drift and is not the second derivative of $A_0$ at fixed $N$.

### Slope and curvature along a step

Differentiate (1) term by term:

$$\delta I=\langle\rho,\delta V\rangle-\langle\delta V,\rho\rangle-\langle V,\chi_0\delta V\rangle+\langle V_{\rm out},\chi_0\delta V\rangle=\langle R,\chi_0\delta V\rangle .$$

The gradient of $I$ is $\chi_0R=-MR$, and not $-R$. If $M$ is positive on zero-mean functions, the stationary points of $I$ are exactly the self-consistent potentials. Along the line $V+a\,\delta V$ write $I(a)$ for the energy. Its slope at the origin is

$$s=\langle R,\chi_0\delta V\rangle .\tag{3}$$

For simple mixing, $\delta V=R$, the slope is $-\langle R,MR\rangle\le0$, so the residual always points downhill. With a preconditioner, $\delta V=PR$, the slope is $-\langle R,MPR\rangle$, and only the symmetric part of $MP$ enters this form. Positive $M$ and positive $P$ do not suffice to make it positive. Take, in arbitrary units, $M={\rm diag}(1,\,0.04)$ and $P$ with ones on the diagonal and $0.9$ off it. The off-diagonal elements of $MP$ are $0.9$ and $0.036$, with mean $0.468$, and the symmetric part has the lower eigenvalue $0.52-\sqrt{0.48^2+0.468^2}=-0.1504$. For a residual along that eigenvector every small positive $\alpha$ raises the energy. When $M$ and $P$ commute, as Kerker's preconditioner does with the response of a uniform gas, the product is positive and the problem does not arise. Directions proposed by Anderson acceleration carry no sign guarantee either.

For the curvature, differentiate $I'(a)=\langle R(a),\chi_0(a)\delta V\rangle$. The residual changes as $R'=K\chi_0\delta V-\delta V=-\varepsilon\,\delta V$, with the dielectric operator $\varepsilon=1-K\chi_0=1+KM$ (the mean of $K\chi_0\delta V$ is removed). The response changes through the third derivative of $A_0$, a fully symmetric trilinear form $A_0'''[u,v,w]$. Hence

$$I''(0)=c+t,\qquad c=-\langle\delta V,\chi_0\delta V\rangle+\langle\chi_0\delta V,K\chi_0\delta V\rangle=\langle\delta V,M\varepsilon\,\delta V\rangle,\qquad t=A_0'''[\delta V,\delta V,R].\tag{4}$$

The term $c$ is the $\chi_0K$ part of the Hessian. It has a plain reading: $\langle\delta V,M\delta V\rangle$ is twice the second-order kinetic and entropic cost of the density change $\chi_0\delta V$, and the $K$ term is twice its interaction energy. The term $t$ is proportional to $R$ and vanishes at self-consistency. If $\delta V$ is of the order of $R$, then $s$ and $c$ are of order $\|R\|^2$ and $t$ is of order $\|R\|^3$.

### The algorithm

Building $\chi_0$ would cost far more than a diagonalisation. The method never does so. After a trial step of length $\alpha$ the density change $\Delta\rho=\rho(V+\alpha\delta V)-\rho(V)$ is known, and $\Delta\rho/\alpha$ is a secant estimate of $\chi_0\delta V$. Inserting it in (3) and in $c$ gives

$$\tilde s=\frac{\langle R,\Delta\rho\rangle}{\alpha},\qquad \tilde c=-\frac{\langle\delta V,\Delta\rho\rangle}{\alpha}+\frac{\langle\Delta\rho,K\Delta\rho\rangle}{\alpha^2},\qquad \varphi(a)=I(0)+\tilde s\,a+\tfrac12\tilde c\,a^2,\tag{5}$$

with $K$ evaluated at $\rho(V)$. The extra work is one application of $K$, which is one Poisson solve and a pointwise product, and three inner products. The true energy at $a=\alpha$ is also known, and it is spent on a check of the model,

$$r=\frac{|I(\alpha)-\varphi(\alpha)|}{|I(\alpha)-I(0)|}.$$

One SCF step, in the version analysed here, runs as follows.

1. Set $\delta V=PR$ and $\alpha=\tilde\alpha$, the trial damping.
2. Diagonalise at $V+\alpha\,\delta V$. Accept if $I$ has fallen or if $\|PR\|$ has fallen.
3. Otherwise form (5) and $r$. If $\tilde s<0<\tilde c$ and $r<0.1$, replace $\alpha$ by $\min(-\tilde s/\tilde c,\;0.9\,\alpha)$; if not, replace it by $\alpha/2$. Return to 2.

A step with $\alpha<0.01$ is accepted in any case so that the loop ends. The threshold $0.1$, the cap $0.9\alpha$ and the floor $0.01$ are choices made for this analysis; implementations differ in such safeguards. An accepted first trial costs nothing extra, because its diagonalisation is the one the next SCF step needs.

For $P=1$ the secant slope keeps its sign at any step length. With $h=\alpha R$, $\langle h,\Delta\rho\rangle=\int_0^1\langle h,\chi_0(V+\tau h)h\rangle\,d\tau\le0$ by (2), and $\tilde s=\langle h,\Delta\rho\rangle/\alpha^2$.

### Error of the model coefficients

Let $\rho_1=\chi_0\delta V$ and let $\rho_2$ be the second derivative of the density along the line, so that $\langle u,\rho_2\rangle=A_0'''[u,\delta V,\delta V]$ and $\Delta\rho=\alpha\rho_1+\tfrac12\alpha^2\rho_2+O(\alpha^3)$. Insertion in (5) gives

$$\tilde s=s+\tfrac12\alpha\,t+O(\alpha^2),\qquad \tilde c=c+\alpha\Big(-\tfrac12A_0'''[\delta V,\delta V,\delta V]+\langle\rho_2,K\rho_1\rangle\Big)+O(\alpha^2).\tag{6}$$

The same number $t$ appears in $\tilde s$ as in (4), by the symmetry of $A_0'''$. Two limits should be kept apart. For $\alpha\to0$ at fixed $V$ the model minimiser tends to $-s/c$, whereas the parabola that osculates the true curve has its minimum at $-s/(c+t)$; shortening the trial step does not remove the difference. For $R\to0$ at fixed $\alpha$ every correction in (4) and (6) is cubic in $\|R\|$ against a quadratic leading term, and so is the cubic term of $I(a)$ itself. The model minimiser then agrees with the true line minimiser to relative order $\|R\|$.

### What the model check measures

The numerator of $r$ can be found exactly. Put $h=\alpha\delta V$, $\rho_0=\rho(V)$ and $\Delta A_0=A_0(V+h)-A_0(V)$. From (1),

$$I(\alpha)-I(0)=\Delta A_0-\langle V+h,\rho_0+\Delta\rho\rangle+\langle V,\rho_0\rangle+E[\rho_0+\Delta\rho]-E[\rho_0].$$

The two products combine to $-\langle h,\rho_0\rangle-\langle h,\Delta\rho\rangle-\langle V,\Delta\rho\rangle$. Write $E[\rho_0+\Delta\rho]-E[\rho_0]=\langle V_{\rm out},\Delta\rho\rangle+\tfrac12\langle\Delta\rho,K\Delta\rho\rangle+\mathcal R_E$, which defines the remainder $\mathcal R_E$. Since $V_{\rm out}-V=R$,

$$I(\alpha)-I(0)=\Delta A_0-\langle h,\rho_0\rangle-\langle h,\Delta\rho\rangle+\langle R,\Delta\rho\rangle+\tfrac12\langle\Delta\rho,K\Delta\rho\rangle+\mathcal R_E .$$

The model (5) at $a=\alpha$ gives $\varphi(\alpha)-I(0)=\langle R,\Delta\rho\rangle-\tfrac12\langle h,\Delta\rho\rangle+\tfrac12\langle\Delta\rho,K\Delta\rho\rangle$. In the difference the terms with $R$ and $K$ cancel, and $-\langle h,\rho_0\rangle-\tfrac12\langle h,\Delta\rho\rangle$ remains beside $\Delta A_0$. Because $A_0'=\rho$, $\Delta A_0=\int_0^1g(\tau)\,d\tau$ with $g(\tau)=\langle h,\rho(V+\tau h)\rangle$, and the remaining terms equal $-\tfrac12[g(0)+g(1)]$. With the integral form of the Taylor remainder for $\mathcal R_E$,

$$I(\alpha)-\varphi(\alpha)=\Big[\int_0^1g\,d\tau-\frac{g(0)+g(1)}2\Big]+\frac12\int_0^1(1-\tau)^2E'''_{\rho_0+\tau\Delta\rho}[\Delta\rho,\Delta\rho,\Delta\rho]\,d\tau .\tag{7}$$

The first bracket is the error of the trapezoidal rule. For $g=g_0+g'\tau+\tfrac12g''\tau^2+\dots$ the integral is $g_0+g'/2+g''/6$ and the rule gives $g_0+g'/2+g''/4$, a difference of $-g''/12$, with $g''=A_0'''[h,h,h]$. In the second term $\tfrac12\int_0^1(1-\tau)^2d\tau=\tfrac16$. To leading order

$$I(\alpha)-\varphi(\alpha)=\alpha^3\Big(-\tfrac1{12}A_0'''[\delta V,\delta V,\delta V]+\tfrac16E'''[\rho_1,\rho_1,\rho_1]\Big)+O(\alpha^4).\tag{8}$$

The residual does not appear on the right of (7). One might have expected an error $\tfrac12\alpha^2t$, since the model omits $t$ from its curvature. The first of equations (6) shows where it went: at $a=\alpha$ the secant slope contributes $\tilde s\alpha=s\alpha+\tfrac12\alpha^2t$, which is exactly the omitted term. The cancellation holds at $a=\alpha$ and nowhere else; at a general $a$ the second-order error is $\tfrac12t\,a(a-\alpha)$. Since the denominator of $r$ is $|s|\alpha$ for short steps, $r=O(\alpha^2)$ whatever the size of $t/c$. For a long rejected step a second effect works the same way: the denominator is dominated by the large rise $\tfrac12\tilde c\alpha^2$, while the energy gain near the minimum, $\tilde s^2/2\tilde c$, is smaller by the factor $(\alpha_{\min}/\alpha)^2$ with $\alpha_{\min}=-\tilde s/\tilde c$. An error that passes $r<0.1$ can exceed the gain the model predicts. A small $r$ therefore certifies the model at the point already computed. It does not bound the error of the proposed step, and the new step must face the acceptance test like any other.

Equations (6) and (8) need at least three derivatives of $A_0$, whereas the identity (7) uses only $A_0'=\rho$ and holds at $T=0$ as well. At $T=0$ in a metal the occupations have kinks where a level crosses $\mu$, and the orders stated here are lost across such a crossing. At finite $T$ the kinks are rounded over a width of order $k_BT$: $d^2n_i/d\epsilon_i^2=Df_i(1-f_i)/k_BT$ is finite; its largest value, $D/4k_BT$ for a level at $\mu$, grows as $T$ falls, while for a level many $k_BT$ away from $\mu$ it vanishes exponentially. The integrand of the exchange term is of order $\rho^{4/3}(\Delta\rho/\rho)^3$, so its expansion in $\alpha$ requires the relative change of the density to be small.

### The linear regime

Let $V_*$ be a self-consistent potential, $V=V_*+x$ with $x$ small, $P=1$, and let $M$, $K$, $\varepsilon$ be taken at $V_*$. Assume that $M$ is positive definite on the zero-mean functions of a finite basis and that $V_*$ is a strict minimum. Then $R=-\varepsilon x$ to first order, and since $t=0$ at $V_*$, (4) gives $I-I_*=\tfrac12\langle x,M\varepsilon x\rangle$ to second order. The operator $\varepsilon$ is not symmetric, but $M^{1/2}\varepsilon M^{-1/2}=1+M^{1/2}KM^{1/2}$ is. If $w_i$ are its orthonormal eigenvectors with eigenvalues $\lambda_i$, then $u_i=M^{-1/2}w_i$ satisfy $\varepsilon u_i=\lambda_iu_i$ and $\langle u_i,Mu_j\rangle=\delta_{ij}$. A strict minimum means $0<\lambda_{\min}\le\lambda_i\le\lambda_{\max}$. Expand $R=\sum_ir_iu_i$, so that $x=-\sum_i(r_i/\lambda_i)u_i$. Then

$$I-I_*=\frac12\sum_i\frac{r_i^2}{\lambda_i}=\tfrac12\langle R,M\varepsilon^{-1}R\rangle,\qquad s=-\sum_ir_i^2,\qquad c=\sum_i\lambda_ir_i^2,\tag{9}$$

and a step multiplies each component, $r_i\to(1-\alpha\lambda_i)r_i$. The operator $B=M\varepsilon^{-1}=M(M\varepsilon)^{-1}M$ is symmetric and positive, because $M\varepsilon=M+MKM$ is. In this regime $\tilde s=s$, $\tilde c=c$ and the model is exact.

The uniform gas shows the size of the spectrum. All operators are diagonal in $q$, and $\lambda(q)=1+M(q)\,[e^2/\varepsilon_0q^2+K_x]$. At small $q$, $M$ tends to the density of states $g=mk_F/\pi^2\hbar^2$, and $k_{TF}^2=e^2g/\varepsilon_0$. With $(3\bar n/\pi)^{1/3}=k_F/\pi$ and $3\bar n=k_F^3/\pi^2$, the exchange kernel is $K_x=c_x\bar n^{1/3}/3\bar n=-e^2/4\varepsilon_0k_F^2$. Thus $\lambda_{\max}\approx1+k_{TF}^2/q_{\min}^2-k_{TF}^2/4k_F^2$ with $q_{\min}=2\pi/L$, which grows as $L^2$: this is charge sloshing. For $q>2k_F$ the bracket is negative and $\lambda$ lies below one, tending to one as $M(q)$ decays.

### The two acceptance intervals

The energy change is $s\alpha+\tfrac12c\alpha^2=s\alpha\,(1-\alpha/2\alpha_E)$ with

$$\alpha_E=-\frac sc=\frac{\sum_ir_i^2}{\sum_i\lambda_ir_i^2}\in\Big[\frac1{\lambda_{\max}},\frac1{\lambda_{\min}}\Big],$$

the bounds holding because $1/\alpha_E$ is a weighted mean of the $\lambda_i$. The energy falls if and only if $0<\alpha<2\alpha_E$. The residual is measured in the plain norm, and

$$\|R-\alpha\varepsilon R\|^2=\|R\|^2-2\alpha\langle R,\varepsilon R\rangle+\alpha^2\|\varepsilon R\|^2,$$

so it falls if and only if $\alpha$ lies strictly between $0$ and $2\alpha_R$, with $\alpha_R=\langle R,\varepsilon R\rangle/\|\varepsilon R\|^2$. The sign of $\alpha_R$ is set by the symmetric part of $\varepsilon$, which can be indefinite even when all $\lambda_i$ are positive; the residual branch alone would then reject every positive step for some $R$. The combined test accepts exactly the steps $0<\alpha<2\max(\alpha_E,\alpha_R)$. Three consequences follow.

First, every $\alpha<2/\lambda_{\max}$ is accepted, which is the stability bound of fixed linear mixing, $|1-\alpha\lambda_i|<1$ for all $i$. Halving from $\tilde\alpha\ge2/\lambda_{\max}$ ends after at most the smallest integer exceeding $\log_2(\tilde\alpha\lambda_{\max}/2)$ rejections.

Second, one backtrack with the model is enough. A rejection implies $\tilde\alpha\ge2\alpha_E$, so $\alpha_E\le\tilde\alpha/2$ lies below the cap $0.9\tilde\alpha$, and $\alpha_E<2\alpha_E$ passes the energy branch. The check $r$ can fail in the linear regime only if its denominator nearly vanishes, at $\tilde\alpha\approx2\alpha_E$, and there the fallback $\tilde\alpha/2$ is again close to $\alpha_E$.

Third, the model step contracts the energy gap at a known rate. The step $\alpha_E$ minimises the energy on the line, so it does at least as well as $\alpha_0=2/(\lambda_{\min}+\lambda_{\max})$. For the latter, (9) gives a gap $\tfrac12\sum_i(1-\alpha_0\lambda_i)^2r_i^2/\lambda_i$, and $|1-\alpha_0\lambda|$ is largest at the two ends of the spectrum, where it equals $(\lambda_{\max}-\lambda_{\min})/(\lambda_{\max}+\lambda_{\min})$. With $\kappa=\lambda_{\max}/\lambda_{\min}$,

$$\frac{I(\alpha_E)-I_*}{I(0)-I_*}\le\Big(\frac{\kappa-1}{\kappa+1}\Big)^2,\tag{10}$$

the Kantorovich factor of steepest descent. Simple mixing with the model step is steepest descent in the metric $M$. The line search finds a safe damping without knowledge of the spectrum, but it leaves $\kappa$, and with it the bound (10), untouched; a preconditioner lowers $\kappa$ itself. The step $\alpha_E$ is best for one step only: repeated exact line minimisation can settle into a slow zigzag, and a step shortened to a fixed fraction such as $0.8\,\alpha_E$ can need far fewer iterations when $\kappa$ is large.

In the linear regime without a preconditioner, one backtrack with the parabola gives an acceptable step, and that model step contracts the energy gap at least as fast as (10) states. It remains to examine accepted first trials, which (10) does not cover, to restore a guaranteed rate for them, and to test the results on a worked example.
